**Davydov distribution and square-root drift law for acoustic-phonon scattering**

The program examines $f_0\propto e^{-E/T}(1+E/E_F)^{E_F/T}$ with $E_F=F^2\ell^2/(6ms^2)$, where $F$ is the force, $\ell$ the mean free path, $m$ the carrier mass, $s$ the sound speed and $T$ the lattice temperature as an energy. It asserts that the mean free path formula agrees with a golden-rule integral, and that the collision rate, energy drift and energy diffusion agree with exact phonon kinematics within 2%. A Monte Carlo solution of the Boltzmann equation at two forces must reproduce the drift velocity, mean energy and high-energy fraction within stated tolerances. Further assertions cover the power balance, Shockley's electron temperature, the weak- and strong-force limits, and the approach to the Druyvesteyn form $e^{-E^2/(2TE_F)}$. In the output the local exponent of drift velocity against force falls from 0.997 to 0.517 over the table. The strong-force prefactor of $\sqrt{s\mu_0F}$, with $\mu_0$ the weak-field mobility, is 1.230 for the Davydov distribution and 1.357 for Shockley's Maxwellian. At $2\times10^{-5}$ eV/Å the Monte Carlo fraction of carriers above $1.5\sqrt{2TE_F}$ is 0.099, against 0.098 for Davydov and 0.134 for the Maxwellian.

## Check in Python

```python
"""
Hot carriers scattered by acoustic phonons in a constant force F.
Result under test: the isotropic part of the steady distribution is
    f0(E) = C exp(-E/T) (1 + E/EF)**(EF/T),   EF = F^2 l^2 / (6 m s^2),
which tends to exp(-E^2/Eh^2), Eh^2 = 2 T EF, for EF >> T, while the drift
velocity tends to (6 pi)^(3/4) / (6 Gamma(3/4)) * sqrt(s * mobility * F).
Symbols: m mass, s sound speed, T lattice temperature (energy), l mean free
path, E kinetic energy. Internally m = T = l = 1 (scaled units): speeds are
in sqrt(T/m), forces in T/l. Results are printed in eV, angstrom and fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, gammaincc


def davydov(energy, ratio):
    """Unnormalised f0; energy in T, ratio = EF/T."""
    return np.exp(-energy + ratio * np.log1p(energy / ratio))


def energy_grid(e_max, nodes=400):
    """Quadrature nodes and weights for integrals over energy."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    root = 0.5 * np.sqrt(e_max) * (x + 1)
    return root**2, 2 * root * 0.5 * np.sqrt(e_max) * w


def davydov_averages(force, sound):
    """Drift velocity and mean energy of the Davydov distribution."""
    ratio = force**2 / (6 * sound**2)
    e, w = energy_grid(40 + 7 * np.sqrt(2 * ratio))
    f = davydov(e, ratio)
    norm = np.sum(w * np.sqrt(e) * f)
    drift = force * np.sqrt(2) / 3 * np.sum(w * f) / norm
    return drift, np.sum(w * e**1.5 * f) / norm


def phonon_moment(energy, sound, power):
    """Sum of rate * (energy change)**power, exact kinematics, Bose factors."""
    p = np.sqrt(2 * np.atleast_1d(energy))[:, None]
    x, w = np.polynomial.legendre.leggauss(32)
    total = 0.0
    for sign in (1, -1):                      # absorption, emission
        low = 2 * np.maximum(sound - p, 0) if sign > 0 else 0 * p
        high = 2 * np.maximum(p + sign * sound, 0)
        q = low + (high - low) * (x + 1) / 2 + 1e-14
        y = sign * sound * q
        density = q * (y / np.expm1(y)) / (4 * p)
        total = total + np.sum(w * (high - low) / 2 * density * y**power, axis=1)
    return total


def electron_temperature(force, sound):
    """Shockley's electron temperature in units of T."""
    mobility = 4 / (3 * np.sqrt(2 * np.pi))
    return 0.5 * (1 + np.sqrt(1 + 3 * np.pi / 8 * (mobility * force / sound)**2))


def monte_carlo(forces, sound, electrons, burn, keep, seed):
    """Boltzmann equation by null collisions; no expansion in angle or energy."""
    rng = np.random.default_rng(seed)
    force = np.repeat(forces, electrons)
    size = force.size
    e_h = np.sqrt(force**2 / (3 * sound**2))
    event_rate = 1.2 * np.sqrt(2 * (3 * e_h + 8))
    p2 = 2 * electron_temperature(force, sound) * rng.gamma(1.5, size=size)
    pz = np.sqrt(p2) * rng.uniform(-1, 1, size)
    perp2 = p2 - pz**2
    sums = np.zeros((3, size))
    clipped = 0
    for step in range(burn + keep):
        pz = pz + force / event_rate * rng.standard_exponential(size)
        p2 = pz**2 + perp2
        if step >= burn:
            sums[0] += pz
            sums[1] += p2 / 2
            sums[2] += p2 / 2 > 1.5 * e_h
        p = np.sqrt(p2)
        sign = np.where(rng.random(size) < 0.5, 1.0, -1.0)
        q = 2 * (p + sound) * np.sqrt(1 - rng.random(size))
        y = sign * sound * q
        chance = y / np.expm1(y) * (p + sound)**2 / (p * event_rate)
        c = (2 * sound - sign * q) / (2 * p)  # cosine between p and q
        allowed = np.abs(c) <= 1
        clipped += np.count_nonzero(allowed & (chance > 1))
        i = np.nonzero(allowed & (rng.random(size) < chance))[0]
        cz = pz[i] / p[i]
        side = np.sqrt(np.maximum((1 - c[i]**2) * (1 - cz**2), 0))
        azimuth = np.cos(2 * np.pi * rng.random(i.size))
        new_pz = pz[i] + sign[i] * q[i] * (c[i] * cz + side * azimuth)
        perp2[i] = np.maximum(p2[i] + 2 * y[i] - new_pz**2, 0)
        pz[i] = new_pz
    assert clipped < 1e-3 * size * (burn + keep)
    per_electron = (sums / keep).reshape(3, len(forces), electrons)
    return per_electron.mean(axis=2), per_electron.std(axis=2) / np.sqrt(electrons)


# ---- model parameters in eV, angstrom, fs
mass_ratio, sound_speed, temperature, free_path = 0.2, 0.05, 0.025, 1000.0
mass = mass_ratio * const.m_e * 1e10 / const.e        # eV fs^2 / angstrom^2
speed_unit = np.sqrt(temperature / mass)              # angstrom / fs
sound = sound_speed / speed_unit
mobility = 4 / (3 * np.sqrt(2 * np.pi))               # scaled units


def scaled(force):
    return force * free_path / temperature


# ---- mean free path from a golden-rule integral with a broadened delta
xi, rho, s_t, m_t, t_t, p_t, width = 0.3, 2.0, 5e-4, 0.7, 0.01, 0.9, 0.02
n_grid = 1200
q_t = ((np.arange(n_grid) + 0.5) * 3 * p_t / n_grid)[:, None]
c_t = -1 + (np.arange(n_grid) + 0.5) * 2 / n_grid
change = (2 * p_t * q_t * c_t + q_t**2) / (2 * m_t)
delta = np.exp(-change**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
coupling = xi**2 * q_t / (2 * rho * s_t) / np.tanh(s_t * q_t / (2 * t_t))
golden_rate = np.sum(q_t**2 * coupling * delta) / (2 * np.pi)
golden_rate *= (3 * p_t / n_grid) * (2 / n_grid)
path_formula = np.pi * rho * s_t**2 / (xi**2 * m_t**2 * t_t)
path_ratio = p_t / m_t / golden_rate / path_formula
assert abs(path_ratio - 1) < 0.01

# ---- rate, energy diffusion and energy drift against exact kinematics
moment_ratios = []
for e in (1.0, 10.0):
    v = np.sqrt(2 * e)
    diffusion = 2 * sound**2 * e * v
    expected = (v, diffusion * (2 / e - 1), 2 * diffusion)
    ratios = [phonon_moment(e, sound, k)[0] / expected[k] for k in range(3)]
    assert max(abs(r - 1) for r in ratios) < 0.02     # finite phonon energy
    moment_ratios.append(ratios)

# ---- Monte Carlo solution of the Boltzmann equation at two forces
mc_forces = np.array([5e-6, 2e-5])
mc, mc_err = monte_carlo(scaled(mc_forces), sound, 4000, 3500, 4500, 7)
tails = []
for j, force in enumerate(scaled(mc_forces)):
    drift, mean_e = davydov_averages(force, sound)
    ratio = force**2 / (6 * sound**2)
    cut = 1.5 * np.sqrt(2 * ratio)
    top = 40 + 7 * np.sqrt(2 * ratio)
    above = quad(lambda e: np.sqrt(e) * davydov(e, ratio), cut, top)[0]
    below = quad(lambda e: np.sqrt(e) * davydov(e, ratio), 0, cut)[0]
    tail = above / (above + below)
    maxwell_tail = gammaincc(1.5, cut / electron_temperature(force, sound))
    tails.append((tail, maxwell_tail))
    # 3 percent allows for finite s/v and finite phonon energy over T
    assert abs(mc[0, j] - drift) < 0.03 * drift + 4 * mc_err[0, j]
    assert abs(mc[1, j] - mean_e) < 0.03 * mean_e + 4 * mc_err[1, j]
    assert abs(mc[2, j] - tail) < 0.005 + 4 * mc_err[2, j]
assert abs(mc[2, 1] - tails[1][0]) < 0.3 * abs(mc[2, 1] - tails[1][1])

# ---- power balance: exact phonon loss in the Davydov distribution
main_force = 2e-5
f_main = scaled(main_force)
ratio_main = f_main**2 / (6 * sound**2)
drift_main, energy_main = davydov_averages(f_main, sound)
grid, weight = energy_grid(40 + 7 * np.sqrt(2 * ratio_main))
exact_loss = -phonon_moment(grid, sound, 1)
population = weight * np.sqrt(grid) * davydov(grid, ratio_main)
loss = np.sum(population * exact_loss) / np.sum(population)
balance = loss / (f_main * drift_main)
assert abs(balance - 1) < 0.02

# ---- Shockley's electron temperature from a numerical power balance


def surplus(te):
    pop = weight * np.sqrt(grid) * np.exp(-grid / te)
    current = f_main / 3 * np.sum(weight * np.sqrt(2) * grid * np.exp(-grid / te) / te)
    return (f_main * current - np.sum(pop * exact_loss)) / np.sum(pop)


te_numeric = brentq(surplus, 1.5, 12)
te_formula = electron_temperature(f_main, sound)
assert abs(te_numeric / te_formula - 1) < 0.02

# ---- weak-field and strong-field limits by quadrature
weak = 1e-3 * sound
assert abs(davydov_averages(weak, sound)[0] / (mobility * weak) - 1) < 1e-4
coef_davydov = (6 * np.pi)**0.75 / (6 * gamma(0.75))
coef_shockley = (32 / (3 * np.pi))**0.25
strong = np.sqrt(6e8) * sound                         # EF/T = 1e8
v_strong, e_strong = davydov_averages(strong, sound)
coef_numeric = v_strong / np.sqrt(sound * mobility * strong)
assert abs(coef_numeric / coef_davydov - 1) < 1e-3
energy_coef = gamma(1.25) / gamma(0.75)
assert abs(e_strong / np.sqrt(2e8) / energy_coef - 1) < 1e-3
te_strong = electron_temperature(strong, sound)
shockley_numeric = mobility * strong / np.sqrt(te_strong * sound * mobility * strong)
assert abs(shockley_numeric / coef_shockley - 1) < 1e-3


def local_exponent(force):
    up, down = (davydov_averages(force * g, sound)[0] for g in (1.01, 1 / 1.01))
    return np.log(up / down) / (2 * np.log(1.01))


assert abs(local_exponent(strong) - 0.5) < 1e-3
druyvesteyn_gap = []
for ratio in (1e2, 1e4, 1e6):
    druyvesteyn_gap.append(1 + np.log(davydov(np.sqrt(2 * ratio), ratio)))
assert druyvesteyn_gap[2] < 1e-3
assert abs(druyvesteyn_gap[2] * 1e3 / (2**1.5 / 3) - 1) < 0.01

# ---- printed numbers
e_h = np.sqrt(2 * ratio_main)
print(f"mass {mass_ratio} m_e = {mass:.5f} eV fs^2/A^2")
print(f"sound speed {sound_speed} A/fs; T {temperature} eV; free path {free_path:.0f} A")
print(f"m s^2 = {sound**2 * temperature:.3e} eV; m s^2/T = {sound**2:.3e}")
print(f"thermal speed sqrt(T/m) = {speed_unit:.3f} A/fs")
print(f"equipartition bound T^2/(8 m s^2) = {temperature / (8 * sound**2):.2f} eV")
mobility_real = mobility * speed_unit * free_path / temperature
print(f"weak-field mobility = {mobility_real:.4e} A^2/(eV fs)")
print(f"free path, golden rule / formula = {path_ratio:.4f}")
for e, r in zip((1, 10), moment_ratios):
    print(f"E={e}T exact/formula: rate {r[0]:.4f}, drift {r[1]:.4f}, diffusion {r[2]:.4f}")
print("F (eV/A) | mu0 F/s | EF/T | mean E (eV) | v_d (A/fs) | Shockley v_d | exponent")
for force in (1e-7, 1e-6, 5e-6, 2e-5, 4e-5):
    f = scaled(force)
    v, e = davydov_averages(f, sound)
    v_te = mobility * f / np.sqrt(electron_temperature(f, sound))
    print(f"{force:.0e} | {mobility * f / sound:.4f} | {f**2 / (6 * sound**2):.4g} | "
          f"{e * temperature:.4f} | {v * speed_unit:.5f} | {v_te * speed_unit:.5f} | "
          f"{local_exponent(f):.3f}")
for j, force in enumerate(mc_forces):
    print(f"Monte Carlo F={force:.0e} eV/A: v_d {mc[0, j] * speed_unit:.4f} "
          f"+- {mc_err[0, j] * speed_unit:.4f} A/fs, mean E "
          f"{mc[1, j] * temperature:.4f} +- {mc_err[1, j] * temperature:.4f} eV")
    print(f"  fraction above 1.5 Eh: Monte Carlo {mc[2, j]:.4f} +- {mc_err[2, j]:.4f}, "
          f"Davydov {tails[j][0]:.4f}, Maxwell at Te {tails[j][1]:.4f}")
print(f"Main case F = {main_force:.0e} eV/A = {main_force * 1e10 / 1e5:.1f} kV/cm (unit charge)")
print(f"F l = {main_force * free_path:.3f} eV; EF = {ratio_main * temperature:.3f} eV; "
      f"Eh = {e_h * temperature:.4f} eV")
print(f"v_d = {drift_main * speed_unit:.4f} A/fs = {drift_main * speed_unit * 100:.2f} km/s; "
      f"v_d/s = {drift_main / sound:.3f}")
v_limit = coef_davydov * np.sqrt(sound * mobility * f_main)
print(f"strong-field formula v_d = {v_limit * speed_unit:.4f} A/fs")
print(f"strong-field formula mean E = {energy_coef * e_h * temperature:.4f} eV")
print(f"f1/f0 at Eh = {f_main * e_h / (e_h + ratio_main):.4f}")
print(f"largest phonon energy/T at mean E = {2 * sound * np.sqrt(2 * energy_main):.3f}")
print(f"-ln f0(Eh)/f0(0) = {-np.log(davydov(e_h, ratio_main)):.4f} (Druyvesteyn limit: 1)")
print(f"phonon loss / field power = {balance:.4f}")
print(f"Te/T: power balance {te_numeric:.4f}, formula {te_formula:.4f}; "
      f"Te = {te_formula * temperature:.4f} eV")
print(f"v_d/sqrt(s mu0 F): Davydov {coef_davydov:.4f}, quadrature {coef_numeric:.4f}, "
      f"Shockley {coef_shockley:.4f}, Shockley/Davydov {coef_shockley / coef_davydov:.4f}")
print(f"mean E/Eh in strong field: {energy_coef:.4f}")
print("1 + ln f0(Eh)/f0(0) at EF/T = 1e2, 1e4, 1e6: "
      + ", ".join(f"{g:.5f}" for g in druyvesteyn_gap))
print("all good")
```

Running it gives:

```
mass 0.2 m_e = 0.01137 eV fs^2/A^2
sound speed 0.05 A/fs; T 0.025 eV; free path 1000 A
m s^2 = 2.843e-05 eV; m s^2/T = 1.137e-03
thermal speed sqrt(T/m) = 1.483 A/fs
equipartition bound T^2/(8 m s^2) = 2.75 eV
weak-field mobility = 3.1548e+04 A^2/(eV fs)
free path, golden rule / formula = 0.9998
E=1T exact/formula: rate 0.9987, drift 0.9985, diffusion 0.9994
E=10T exact/formula: rate 1.0016, drift 0.9985, diffusion 1.0008
F (eV/A) | mu0 F/s | EF/T | mean E (eV) | v_d (A/fs) | Shockley v_d | exponent
1e-07 | 0.0631 | 0.002345 | 0.0376 | 0.00315 | 0.00315 | 0.997
1e-06 | 0.6310 | 0.2345 | 0.0422 | 0.02888 | 0.03000 | 0.872
5e-06 | 3.1548 | 5.863 | 0.0869 | 0.09557 | 0.10438 | 0.627
2e-05 | 12.6193 | 93.8 | 0.2749 | 0.21108 | 0.23247 | 0.534
4e-05 | 25.2386 | 375.2 | 0.5279 | 0.30371 | 0.33481 | 0.517
Monte Carlo F=5e-06 eV/A: v_d 0.0949 +- 0.0009 A/fs, mean E 0.0864 +- 0.0005 eV
  fraction above 1.5 Eh: Monte Carlo 0.2066 +- 0.0027, Davydov 0.2100, Maxwell at Te 0.2124
Monte Carlo F=2e-05 eV/A: v_d 0.2088 +- 0.0014 A/fs, mean E 0.2753 +- 0.0013 eV
  fraction above 1.5 Eh: Monte Carlo 0.0993 +- 0.0017, Davydov 0.0981, Maxwell at Te 0.1341
Main case F = 2e-05 eV/A = 2.0 kV/cm (unit charge)
F l = 0.020 eV; EF = 2.345 eV; Eh = 0.3424 eV
v_d = 0.2111 A/fs = 21.11 km/s; v_d/s = 4.222
strong-field formula v_d = 0.2185 A/fs
strong-field formula mean E = 0.2533 eV
f1/f0 at Eh = 0.1019
largest phonon energy/T at mean E = 0.316
-ln f0(Eh)/f0(0) = 0.9122 (Druyvesteyn limit: 1)
phonon loss / field power = 0.9985
Te/T: power balance 7.3718, formula 7.3667; Te = 0.1842 eV
v_d/sqrt(s mu0 F): Davydov 1.2304, quadrature 1.2303, Shockley 1.3574, Shockley/Davydov 1.1033
mean E/Eh in strong field: 0.7397
1 + ln f0(Eh)/f0(0) at EF/T = 1e2, 1e4, 1e6: 0.08529, 0.00933, 0.00094
all good
```
